# Ewald splitting of KKR structure constants with error analysis: test program

```python
"""
Ewald splitting of the KKR structure constants D_L(k,E), one site per cell.

Result under test (Rydberg units, E = kappa^2, q = k + K, real harmonics Y_L):
  G_k(r) = -sum_R exp(ik.R) exp(i kappa |r-R|) / (4 pi |r-R|)
         = -cos(kappa r)/(4 pi r) + sum_L i^l D_L j_l(kappa r) Y_L(r)
  D_L = reciprocal part + real-space part + on-site part (l = 0 only),
  where the sum does not depend on the splitting parameter eta, and
  D_L has the residue (4 pi/Omega) sum_q Y_L(q) at a free-electron pole E = q^2.
Omega is the cell volume; lengths are in bohr and energies in Ry.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.spatial.distance import cdist
from scipy.special import erfc, eval_legendre, lpmv, spherical_jn, spherical_yn

LMAX = 6
L_OF = np.array([l for l in range(LMAX + 1) for m in range(-l, l + 1)])
a_lat = 6.0
direct = 0.5 * a_lat * np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
omega = abs(np.linalg.det(direct))
recip = 2 * np.pi * np.linalg.inv(direct).T
unit_k = 2 * np.pi / a_lat
GL_X, GL_W = np.polynomial.legendre.leggauss(80)


def harmonics(vectors):
    """Real orthonormal spherical harmonics, m = -l..l, shape (49, N)."""
    r = np.linalg.norm(vectors, axis=1)
    cos_t = np.clip(vectors[:, 2] / r, -1, 1)
    phi = np.arctan2(vectors[:, 1], vectors[:, 0])
    rows = []
    for l in range(LMAX + 1):
        for m in range(-l, l + 1):
            n = abs(m)
            norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                             * math.factorial(l - n) / math.factorial(l + n))
            y = norm * lpmv(n, l, cos_t)
            if m > 0:
                y = y * math.sqrt(2) * np.cos(n * phi)
            elif m < 0:
                y = y * math.sqrt(2) * np.sin(n * phi)
            rows.append(y)
    return np.array(rows)


def points(basis, cutoff, shift=np.zeros(3)):
    """All vectors n.basis + shift with length below cutoff."""
    reach = cutoff + np.linalg.norm(shift)
    nmax = np.ceil(reach * np.linalg.norm(np.linalg.inv(basis), axis=0))
    axes = [np.arange(-int(n), int(n) + 1) for n in nmax]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    vec = grid @ basis + shift
    return vec[np.linalg.norm(vec, axis=1) < cutoff]


def ewald_integrals(E, R, eta):
    """I_l(R) for l = 0..LMAX by Gauss-Legendre quadrature in ln(xi)."""
    low = 0.5 * math.sqrt(eta)
    s_max = 0.5 * np.log(1 + 60 / (low * R) ** 2)
    s = 0.5 * s_max[:, None] * (GL_X + 1)
    xi = low * np.exp(s)
    weight = 0.5 * s_max[:, None] * GL_W * xi
    f = weight * np.exp(-(xi * R[:, None]) ** 2 + E / (4 * xi ** 2))
    out = []
    for l in range(LMAX + 1):
        out.append(f.sum(axis=1))
        f = f * xi ** 2
    return np.array(out)


class Splitting:
    """Lattice data for one k and one eta; parts(E) gives the three parts."""

    def __init__(self, k, eta):
        self.eta = eta
        q = points(recip, math.sqrt(60 * eta), k)
        R = points(direct, math.sqrt(240 / eta))
        R = R[np.linalg.norm(R, axis=1) > 1e-8]
        self.q2 = (q ** 2).sum(axis=1)
        self.R = np.linalg.norm(R, axis=1)
        self.solid_q = harmonics(q) * np.sqrt(self.q2) ** L_OF[:, None]
        self.solid_R = harmonics(R) * self.R ** L_OF[:, None]
        self.phase = np.exp(1j * R @ k)

    def parts(self, E):
        E = complex(E)
        eta = self.eta
        scale = np.sqrt(E) ** (-L_OF)
        d1 = -(4 * np.pi / omega) * scale * (
            self.solid_q @ (np.exp((E - self.q2) / eta) / (self.q2 - E)))
        integrals = ewald_integrals(E, self.R, eta)
        d2 = np.zeros(len(L_OF), complex)
        for l in range(LMAX + 1):
            sel = L_OF == l
            d2[sel] = (-(2 ** (l + 1)) / math.sqrt(math.pi) * (-1j) ** l
                       * (self.solid_R[sel] @ (self.phase * integrals[l])))
        d2 *= scale
        term, series = 1.0, -1.0
        for n in range(1, 150):
            term = term * (E / eta) / n
            series = series + term / (2 * n - 1)
        d3 = np.zeros(len(L_OF), complex)
        d3[0] = -math.sqrt(eta) / (2 * math.pi) * series
        return np.array([d1, d2, d3])

    def total(self, E):
        return self.parts(E).sum(axis=0)


# Angular quadrature and Gaunt coefficients
ct, wt = np.polynomial.legendre.leggauss(20)
ph = 2 * np.pi * np.arange(40) / 40
CT, PH = np.meshgrid(ct, ph, indexing="ij")
ST = np.sqrt(1 - CT ** 2)
sphere = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], -1).reshape(-1, 3)
w_sphere = np.repeat(wt, 40) * 2 * np.pi / 40
Y_sphere = harmonics(sphere)
Y16 = Y_sphere[:16]
pair = (Y16[:, None, :] * Y16[None, :, :]).reshape(256, -1)
gaunt = ((pair * w_sphere) @ Y_sphere.T).reshape(16, 16, len(L_OF))


def b_matrix(D):
    return 4 * np.pi * gaunt @ D


k = unit_k * np.array([0.2, 0.1, 0.3])
eta0 = 4 * np.pi / omega ** (2 / 3)
E_ex = 0.6
balanced = Splitting(k, eta0)
print(f"fcc lattice constant {a_lat:.1f} bohr, cell volume {omega:.1f} bohr^3")
print(f"k = ({k[0]:.5f}, {k[1]:.5f}, {k[2]:.5f}) bohr^-1")
print(f"balanced eta = {eta0:.5f} Ry; example energy E = {E_ex:.2f} Ry")
print(f"vectors at balanced eta: {len(balanced.q2)} q, {len(balanced.R)} R")

# Integrals against an error-function form (l = 0) and adaptive quadrature
R1 = balanced.R.min()
low0 = 0.5 * math.sqrt(eta0)
I_test = ewald_integrals(E_ex, np.array([R1]), eta0)[:, 0]
kap = math.sqrt(E_ex)
closed = (math.sqrt(math.pi) / (2 * R1) * np.real(
    np.exp(1j * kap * R1) * erfc(low0 * R1 + 1j * kap / (2 * low0))))
assert abs(I_test[0] / closed - 1) < 1e-10
for l in (2, 6):
    ref = quad(lambda x: x ** (2 * l) * math.exp(-(x * R1) ** 2
               + E_ex / (4 * x * x)), low0, low0 + 3, epsabs=0,
               epsrel=1e-11, limit=200)[0]
    assert abs(I_test[l] / ref - 1) < 1e-9
print(f"nearest R = {R1:.5f} bohr, I_0 = {I_test[0]:.8f} bohr^-1")

# Definition: direct site sum at complex energy, projected on a sphere
E_c = 0.5 + 0.6j
kap_c = np.sqrt(E_c)
r_s = 2.0
sites = points(direct, 70.0)
site_phase = np.exp(1j * sites @ k)
G = np.empty(len(sphere), complex)
for i, u in enumerate(sphere):
    d = np.sqrt(((r_s * u - sites) ** 2).sum(axis=1))
    G[i] = -(site_phase * np.exp(1j * kap_c * d) / d).sum() / (4 * np.pi)
G += np.cos(kap_c * r_s) / (4 * np.pi * r_s)
radial = np.array([1j ** l * spherical_jn(l, kap_c * r_s)
                   for l in range(LMAX + 1)])
D_direct = (Y_sphere * w_sphere) @ G / radial[L_OF]
D_ewald = balanced.total(E_c)
dev = np.max(abs(D_direct - D_ewald) / np.maximum(1, abs(D_direct)))
assert dev < 1e-7
print(f"direct sum: E = {E_c:.1f} Ry, r = {r_s:.1f} bohr, {len(sites)} sites")
print(f"  D_00 direct {D_direct[0]:.9f} bohr^-1")
print(f"  D_00 Ewald  {D_ewald[0]:.9f} bohr^-1")
print(f"  largest scaled deviation, l <= {LMAX}: {dev:.1e}")

# Independence of eta at real positive energy
print("eta/Ry; D_00 reciprocal, real-space, on-site, sum (bohr^-1)")
D_ref = balanced.total(E_ex)
assert np.max(abs(D_ref.imag)) < 1e-10
rows10, spread = [], []
for eta in (0.05, eta0 / 2, eta0, 2 * eta0):
    p = Splitting(k, eta).parts(E_ex)
    tot = p.sum(axis=0)
    spread.append(np.max(abs(tot - D_ref) / np.maximum(1, abs(D_ref))))
    print(f"  {eta:.5f} " + " ".join(f"{x:.9f}" for x in
                                     (*p[:, 0].real, tot[0].real)))
    rows10.append((eta, p[0, 2].real, p[1, 2].real, tot[2].real))
    if eta == 0.05:
        assert abs(p[2, 0]) > 100 * abs(tot[0])
print("eta/Ry; D_10 reciprocal, real-space, sum (bohr^-1)")
for row in rows10[1:]:
    print("  {:.5f} {:.9f} {:.9f} {:.9f}".format(*row))
assert max(spread[1:]) < 1e-10 and spread[0] < 1e-7
print(f"largest scaled change, eta0/2 to 2 eta0: {max(spread[1:]):.1e}")
print(f"largest scaled change, eta = 0.05 Ry: {spread[0]:.1e}")


def residue(func, centre, radius, n=32):
    """Residue from the trapezoidal rule on a circle."""
    steps = radius * np.exp(2j * np.pi * (np.arange(n) + 0.5) / n)
    return sum(func(centre + z) * z for z in steps) / n


# Simple pole at the lowest free-electron energy
E0 = k @ k
expected = 4 * np.pi / omega * harmonics(k[None, :])[:, 0]
for eta in (eta0, 2 * eta0):
    res = residue(Splitting(k, eta).total, E0, 0.05)
    assert np.max(abs(res - expected)) < 1e-9
print(f"lowest pole E0 = {E0:.6f} Ry; next {np.sort(balanced.q2)[1]:.6f} Ry")
print(f"residue of D_00: contour {res[0].real:.8f} Ry/bohr, "
      f"formula {expected[0]:.8f} Ry/bohr")
print("E-E0 (Ry); D_00 (bohr^-1); product (Ry/bohr)")
for step in (0.1, 0.01, 0.001):
    value = balanced.total(E0 + step)[0].real
    print(f"  {step:.3f} {value:.6f} {value * step:.8f}")
assert abs(value * step - expected[0]) < 0.01 * expected[0]

# Degenerate pole at W: rank and eigenvalues of the residue matrix
k_W = unit_k * np.array([1.0, 0.5, 0.0])
E_W = k_W @ k_W
split_W = Splitting(k_W, eta0)
q_all = points(recip, math.sqrt(E_W) + 0.01, k_W)
waves = q_all[abs((q_all ** 2).sum(axis=1) - E_W) < 1e-9]
D_res = residue(split_W.total, E_W, 0.2)
B_res = residue(lambda e: b_matrix(split_W.total(e)), E_W, 0.2)
assert np.max(abs(B_res.imag)) < 1e-8
eig_B = np.sort(np.linalg.eigvalsh(B_res.real))[::-1]
cosines = np.clip(waves @ waves.T / E_W, -1, 1)
gram = 4 * np.pi / omega * sum((2 * l + 1) * eval_legendre(l, cosines)
                               for l in range(4))
eig_gram = np.sort(np.linalg.eigvalsh(gram))[::-1]
rank = int(np.sum(abs(eig_B) > 1e-7))
assert rank == len(waves) == 4
assert np.max(abs(eig_B[:4] - eig_gram)) < 1e-8
assert np.max(abs(D_res[1:4])) < 1e-9
print(f"W pole {E_W:.6f} Ry: {len(waves)} waves, residue rank {rank}")
print("  residue eigenvalues (Ry/bohr): "
      + " ".join(f"{x:.6f}" for x in eig_B[:4]))
print(f"  largest l = 1 residue of D_L: {np.max(abs(D_res[1:4])):.1e} Ry/bohr")

# Bands of spherical steps: KKR determinant against plane waves
r_step = 2.0


def tan_shift(l, E, height):
    """Tangent of the phase shift of a spherical step."""
    p = np.sqrt(complex(E - height))
    z = p * r_step
    log_d = (l / r_step - p * spherical_jn(l + 1, z) / spherical_jn(l, z)).real
    kp = math.sqrt(E)
    x = kp * r_step
    return ((kp * spherical_jn(l, x, True) - log_d * spherical_jn(l, x))
            / (kp * spherical_yn(l, x, True) - log_d * spherical_yn(l, x)))


def secular(E, height, lmax):
    n = (lmax + 1) ** 2
    B = b_matrix(balanced.total(E)).real[:n, :n]
    t = np.array([tan_shift(l, E, height) for l in range(lmax + 1)])
    return np.linalg.det(np.eye(n) + t[L_OF[:n], None] / math.sqrt(E) * B)


def plane_wave_energy(height, cutoff):
    q = points(recip, math.sqrt(cutoff), k)
    x = cdist(q, q) * r_step
    safe = np.where(x < 1e-8, 1.0, x)
    shape = np.where(x < 1e-8, 1 / 3,
                     (np.sin(safe) - safe * np.cos(safe)) / safe ** 3)
    H = height * 4 * np.pi * r_step ** 3 / omega * shape
    H[np.diag_indices(len(q))] += (q ** 2).sum(axis=1)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0], len(q)


height = 0.3
print(f"step radius {r_step:.1f} bohr, height {height:.1f} Ry")
roots = []
for lmax in (1, 2, 3):
    roots.append(brentq(secular, E0 + 1e-5, 0.8, args=(height, lmax),
                        xtol=1e-12))
    print(f"  KKR band energy, lmax = {lmax}: {roots[-1]:.7f} Ry")
for cutoff in (60.0, 120.0):
    E_pw, n_pw = plane_wave_energy(height, cutoff)
    print(f"  plane waves, cutoff {cutoff:.0f} Ry, {n_pw} waves: {E_pw:.7f} Ry")
assert abs(roots[2] - E_pw) < 3e-5
assert abs(roots[2] - E_pw) < abs(roots[0] - E_pw)
assert abs(roots[2] - E0) > 0.05
ry_ev = constants.physical_constants["Rydberg constant times hc in eV"][0]
print(f"  KKR band energy, lmax = 3: {roots[2] * ry_ev:.5f} eV")

# Weak scattering: the band returns to the free-electron pole
weak = 0.003
fraction = 4 * np.pi * r_step ** 3 / (3 * omega)
E_weak = brentq(secular, E0 + 1e-5, 0.8, args=(weak, 3), xtol=1e-13)
shift_t = -4 * np.pi / omega * sum(
    (2 * l + 1) * tan_shift(l, E_weak, weak) for l in range(4)
) / math.sqrt(E_weak)
assert abs((E_weak - E0) / (weak * fraction) - 1) < 5e-3
assert abs((E_weak - E0) / shift_t - 1) < 5e-3
print(f"weak step {weak:.3f} Ry, filled volume fraction {fraction:.6f}")
print(f"  shift from pole: KKR {E_weak - E0:.8f} Ry")
print(f"  phase-shift formula {shift_t:.8f} Ry")
print(f"  height times fraction {weak * fraction:.8f} Ry")
print("every check passed")
```

Printed output:

```
fcc lattice constant 6.0 bohr, cell volume 54.0 bohr^3
k = (0.20944, 0.10472, 0.31416) bohr^-1
balanced eta = 0.87959 Ry; example energy E = 0.60 Ry
vectors at balanced eta: 345 q, 368 R
nearest R = 4.24264 bohr, I_0 = 0.00181553 bohr^-1
direct sum: E = 0.5+0.6j Ry, r = 2.0 bohr, 26563 sites
  D_00 direct 0.191164420-0.186808214j bohr^-1
  D_00 Ewald  0.191164420-0.186808214j bohr^-1
  largest scaled deviation, l <= 6: 9.4e-11
eta/Ry; D_00 reciprocal, real-space, on-site, sum (bohr^-1)
  0.05000 1110.273031619 -828.916739634 -281.100235665 0.256056321
  0.43980 0.403782218 -0.064862626 -0.082863270 0.256056321
  0.87959 0.226159882 -0.004180019 0.034076458 0.256056321
  1.75918 0.121394748 -0.000045174 0.134706746 0.256056321
eta/Ry; D_10 reciprocal, real-space, sum (bohr^-1)
  0.43980 0.288197180 -0.107122433 0.181074747
  0.87959 0.192935839 -0.011861092 0.181074747
  1.75918 0.181309733 -0.000234986 0.181074747
largest scaled change, eta0/2 to 2 eta0: 3.7e-15
largest scaled change, eta = 0.05 Ry: 7.2e-12
lowest pole E0 = 0.153527 Ry; next 2.127448 Ry
residue of D_00: contour 0.06564644 Ry/bohr, formula 0.06564644 Ry/bohr
E-E0 (Ry); D_00 (bohr^-1); product (Ry/bohr)
  0.100 0.826164 0.08261637
  0.010 6.748536 0.06748536
  0.001 65.831721 0.06583172
W pole 1.370778 Ry: 4 waves, residue rank 4
  residue eigenvalues (Ry/bohr): 4.244641 4.095706 3.276565 3.276565
  largest l = 1 residue of D_L: 7.3e-17 Ry/bohr
step radius 2.0 bohr, height 0.3 Ry
  KKR band energy, lmax = 1: 0.3355169 Ry
  KKR band energy, lmax = 2: 0.3361828 Ry
  KKR band energy, lmax = 3: 0.3361951 Ry
  plane waves, cutoff 60 Ry, 420 waves: 0.3362198 Ry
  plane waves, cutoff 120 Ry, 1208 waves: 0.3362042 Ry
  KKR band energy, lmax = 3: 4.57417 eV
weak step 0.003 Ry, filled volume fraction 0.620562
  shift from pole: KKR 0.00186134 Ry
  phase-shift formula 0.00185542 Ry
  height times fraction 0.00186168 Ry
every check passed
```
